# Proton-transfer barrier between two coupled parabolic diabats in ligand exchange

Suppose that a two-state model has been fitted to one ligand-exchange step of an atomic layer deposition process. Before the step enters a kinetic scheme, one must decide whether it has a barrier at all, and from which energy that barrier is to be measured. For a thermoneutral step, the first answer depends on the ratio of the electronic coupling to the reorganization energy. The second is always the minimum of the coupled surface, which lies below that of the uncoupled one. Measuring from the wrong minimum more than halves the barrier in the example below.

## The model and its conventions

In the step considered, a proton leaves a surface hydroxyl and binds to a ligand X of an adsorbed precursor, so that HX can depart and a metal–oxygen bond remains. Two diabatic electronic states describe it. In state 1 the proton is bound to oxygen, in state 2 to the ligand. Let $x$ be the proton displacement from the midpoint between the two diabatic minima, $d$ the distance between these minima, and $k$ the common force constant. With $u=x/d$, the energy of state 1 is

$$E_1=\tfrac12k\left(x+\tfrac d2\right)^2=\tfrac12kd^2\left(u+\tfrac12\right)^2 .$$

State 2 has the same form about $u=+\tfrac12$. Defining $L=\tfrac12kd^2$ gives

$$E_1=L\left(u+\tfrac12\right)^2,\qquad E_2=L\left(u-\tfrac12\right)^2. \tag{1}$$

At $u=+\tfrac12$, the minimum of state 2, $E_1=L$. Thus $L$ is the reorganization energy: the cost of keeping the electronic state of the reactant at the geometry of the product. The diabatic minima are equal in energy, which is the meaning of thermoneutral here.

The diabatic states are taken as orthogonal, with a coupling $V\ge0$ that does not depend on $u$. A negative coupling gives the same energies, since only its square enters below. For the moment the proton is a classical particle and the donor–acceptor distance is fixed.

## The lower surface

Expanding the squares in (1) gives the mean and half the difference:

$$\frac{E_1+E_2}{2}=L\left(u^2+\tfrac14\right),\qquad \frac{E_1-E_2}{2}=Lu. \tag{2}$$

The adiabatic energies $E$ solve the secular equation $(E_1-E)(E_2-E)-V^2=0$. Write $E=\tfrac12(E_1+E_2)+\epsilon$. The two factors become $Lu-\epsilon$ and $-Lu-\epsilon$, whose product is $\epsilon^2-L^2u^2$. Hence $\epsilon^2=L^2u^2+V^2$, and

$$E_\mp(u)=L\left(u^2+\tfrac14\right)\mp S(u),\qquad S(u)=\sqrt{L^2u^2+V^2}. \tag{3}$$

The reaction follows $E_-$, provided the coupling is strong enough for the motion to stay on one surface near the crossing. The vertical gap to the upper surface is $2S$.

## Stationary points

Since $dS/du=L^2u/S$, the slope of the lower surface is

$$\frac{dE_-}{du}=Lu\left(2-\frac{L}{S}\right). \tag{4}$$

It vanishes at $u=0$ (for $V>0$), and wherever $S=L/2$. Squaring the second condition gives $L^2u^2+V^2=L^2/4$, or

$$u=\pm u_m,\qquad u_m=\sqrt{\frac14-\frac{V^2}{L^2}}=\frac12\sqrt{1-\frac{4V^2}{L^2}}. \tag{5}$$

These points are real and distinct if $V<L/2$. Because $S$ grows with $|u|$, the bracket in (4) is negative for $|u|<u_m$ and positive beyond. Moving outward from the centre, the energy first falls and then rises, so $u=0$ is a maximum and $\pm u_m$ are minima.

If $V\ge L/2$, then $S>L/2$ at every $u\ne0$. The slope has the sign of $u$ and the centre is the single minimum.

The condition $S=L/2$ also says that the vertical gap at the minima is $L$, whatever the value of $V$ up to $L/2$. At the centre the gap is $2V$. In this model, the two vertical gaps therefore supply both parameters.

## The barrier

At the centre, (3) gives

$$E_-(0)=\frac L4-V. \tag{6}$$

At the minima, (5) and $S=L/2$ give

$$E_-(u_m)=L\left(\frac14-\frac{V^2}{L^2}+\frac14\right)-\frac L2=-\frac{V^2}{L}. \tag{7}$$

Subtracting (7) from (6) and using the common denominator $4L$,

$$B=\frac L4-V+\frac{V^2}{L}=\frac{L^2-4LV+4V^2}{4L}=\frac{(L-2V)^2}{4L},\qquad 0\le V\le\frac L2. \tag{8}$$

The barrier vanishes at $V=L/2$. For larger $V$ it stays zero, because there is no second minimum. The expression on the right of (8) grows again there, but it no longer describes a barrier. At $V=0.60L$ with $L=6.0$ eV it would give 0.06 eV, while the surface has one minimum.

The three terms in the first form of (8) have separate meanings. The uncoupled parabolas cross at $L/4$. Mixing lowers the crossing by $V$, since the two states are degenerate there. It also lowers each minimum by $V^2/L$, since the states are separated there, and this increases the barrier. If one subtracts the energy of the uncoupled minimum, which is zero, one obtains $L/4-V$ and a false vanishing point at $V=L/4$. At that coupling the true barrier is $(L/2)^2/(4L)=L/16$.

At fixed $L$, the sensitivity to the coupling is

$$\frac{dB}{dV}=-\left(1-\frac{2V}{L}\right). \tag{9}$$

For weak coupling, an error in $V$ passes to the barrier with nearly its full size. Near the critical value, put $V=L/2-\delta$. Then $L-2V=2\delta$ and $B=\delta^2/L$, so the barrier closes with zero slope.

## Curvatures and the merging of the minima

To differentiate (4) once more, use

$$\frac{d}{du}\frac uS=\frac1S-\frac{L^2u^2}{S^3}=\frac{S^2-L^2u^2}{S^3}=\frac{V^2}{S^3}. \tag{10}$$

Therefore $E_-''=2L-L^2V^2/S^3$. With $S=V$ at the top and $S=L/2$ at the minima,

$$E_-''(0)=2L-\frac{L^2}{V},\qquad E_-''(u_m)=2L\left(1-\frac{4V^2}{L^2}\right). \tag{11}$$

Both vanish at $V=L/2$. There $S=\tfrac L2\sqrt{1+4u^2}$, and the expansion $\sqrt{1+4u^2}=1+2u^2-2u^4+4u^6-\dots$ gives

$$E_-(u)-E_-(0)=Lu^2-\frac L2\left(2u^2-2u^4+4u^6-\dots\right)=Lu^4-2Lu^6+\dots \tag{12}$$

The quadratic terms cancel. Two minima and one maximum have merged into a quartic well, so a harmonic frequency is no guide to the motion at this point. At $u=0.02$, the ratio of the computed rise to $Lu^4$ is 0.9992, as the factor $1-2u^2$ requires.

## A reaction that is not thermoneutral

Let the product diabat be shifted to $E_2+D$, with $D<0$ for an exothermic step. The mean in (2) gains $D/2$ and half the difference becomes $w=Lu-D/2$. The lower surface is then

$$E(u,D)=L\left(u^2+\tfrac14\right)+\frac D2-R,\qquad R=\sqrt{w^2+V^2}. \tag{13}$$

The top and the reactant minimum move when $D$ changes. However, $\partial E/\partial u=0$ at both, so to first order their energies change by the partial derivative with respect to $D$ alone:

$$\frac{\partial E}{\partial D}=\frac12+\frac{w}{2R}. \tag{14}$$

At $D=0$ this is $\tfrac12$ at the top. At the reactant minimum $w=-Lu_m$ and $R=L/2$, so it is $\tfrac12-u_m$. The forward barrier, top minus reactant minimum, obeys

$$\left.\frac{dB}{dD}\right|_{D=0}=u_m,\qquad V<\frac L2. \tag{15}$$

For $V\to0$ the slope is $\tfrac12$. Coupling reduces it, because the reactant minimum already contains some of state 2 and shares in its shift.

The second derivative shows how far the linear rule can be trusted. A stationary point moves at the rate $du/dD=-E_{uD}/E_{uu}$, where subscripts denote partial derivatives, so its energy has second derivative $E_{DD}-E_{uD}^2/E_{uu}$. Since $d(w/R)/dw=V^2/R^3$, (14) gives $E_{DD}=-V^2/(4R^3)$ and $E_{uD}=LV^2/(2R^3)$. At the top, $R=V$ and $E_{uu}=-L(L-2V)/V$, so the second derivative is

$$-\frac1{4V}+\frac{L}{4V(L-2V)}=\frac{1}{2(L-2V)}.$$

At the minimum, $R=L/2$ and $E_{uu}=2(L^2-4V^2)/L$, which gives

$$-\frac{2V^2}{L^3}-\frac{8V^4}{L^3(L^2-4V^2)}=-\frac{2V^2}{L(L^2-4V^2)}.$$

Their difference is

$$\left.\frac{d^2B}{dD^2}\right|_{D=0}=\frac1{2(L-2V)}+\frac{2V^2}{L(L^2-4V^2)}. \tag{16}$$

It diverges as $V\to L/2$: the linear rule has a shrinking range when the barrier is about to disappear.

## Worked example: a hydroxyl left by a water pulse

Take $L=6.0$ eV, $V=1.3$ eV, $d=0.060$ nm and $T=500$ K. These are round model parameters, not a calculation for a particular precursor. Equation (8) gives

$$B=\frac{(6.0-2.6)^2}{4\times6.0}\ \text{eV}=\frac{11.56}{24.0}\ \text{eV}=0.482\ \text{eV},$$

or 46.5 kJ/mol. A numerical search on the diagonalized two-state matrix gives the same value. The top lies only 0.200 eV above the uncoupled minimum; the other 0.282 eV comes from the lowering of the adiabatic minimum. From (5), $u_m=0.451$, so the proton moves 0.054 nm between the adiabatic minima.

With $L$ fixed, the barrier falls from 1.50 eV at $V=0$ to 0.96 eV at 0.6 eV, 0.167 eV at 2.0 eV and 0.027 eV at 2.6 eV. Around the chosen coupling, (9) gives a slope of $-0.57$. Raising $V$ by 0.1 eV thus lowers $B$ by about 0.055 eV, including the quadratic term. With $k_BT=0.0431$ eV, this changes the classical Boltzmann factor by $e^{0.055/0.0431}\approx3.6$. In a classical rate, an error of 0.1 eV in the coupling therefore matters by about that factor. The factor need not hold for a proton that tunnels, the case considered below.

For $D=-0.30$ eV, the linear rule (15) gives $0.482-0.451\times0.30=0.347$ eV, while the numerical barrier is 0.354 eV. Equation (16) gives a second derivative of 0.166 eV$^{-1}$, and $\tfrac12\times0.166\times0.30^2=0.0075$ eV accounts for the difference.

## Proton motion at 500 K

For a proton of mass $m$, the diabatic frequency follows from $k=m\omega^2$ and $L=\tfrac12m\omega^2d^2$:

$$\omega=\sqrt{\frac{2L}{md^2}}. \tag{17}$$

It corresponds to 3000 cm$^{-1}$, or $\hbar\omega=0.372$ eV. The force constant on the adiabatic surface is $E_-''/d^2$, against $2L/d^2$ on a diabat. Equation (11) therefore gives the frequency at the minimum and the magnitude of the imaginary frequency at the top:

$$\omega_m=\omega\sqrt{1-\frac{4V^2}{L^2}},\qquad \omega_b=\omega\sqrt{\frac{L}{2V}-1}. \tag{18}$$

The quanta are 0.335 and 0.425 eV, both many times $k_BT$, so a classical proton is a poor approximation here. Diagonalization on the lower surface puts the mean energy $E_0$ of the ground doublet 0.162 eV above the minimum, leaving 0.320 eV to the top. At $E_0$ the computed transmission probability is $6.2\times10^{-3}$. The Boltzmann factor for climbing from $E_0$ to the top is $6.0\times10^{-4}$, about ten times smaller.

A thermal estimate uses the transmission $P(E)$ of the barrier, continued flat beyond its two minima, with energies measured from the minimum:

$$\kappa=\frac1{k_BT}\int_{E_0}^{\infty}P(E)\,e^{-(E-B)/k_BT}\,dE. \tag{19}$$

A classical particle has $P=0$ below $B$ and $P=1$ above, which gives $\kappa=1$. The computed value is 32. It is only an estimate, because a bound well has discrete levels and not a continuum of incident energies. The choice of lower limit matters, since the integrand is largest there: starting at 0.20 eV would give 24, and starting at 0.10 eV would give 49.

The population of the reactant well changes as well. Its classical partition function is $k_BT/\hbar\omega_m=0.129$. Keeping only the ground level, the quantum one is $e^{-E_0/k_BT}=e^{-3.75}=0.023$. The smaller denominator raises the rate by a further factor of about 5.5. Together, the two effects suggest a rate some two orders of magnitude above the classical one. This supposes that the surroundings destroy the coherence between the wells, and it leaves out the zero-point energies of the other modes. Within these limits, $B$ should not be entered as the activation energy of a classical Arrhenius rate at 500 K.

The quantum proton also loses its barrier before $V$ reaches $L/2$. At $V=2.6$ eV, (18) gives $\tfrac12\hbar\omega_m\approx0.09$ eV, above the 0.027 eV barrier. The harmonic value is too high in so shallow a well: diagonalization on the lower surface puts the lowest level at 0.052 eV. This is still above the barrier top, so that the proton can no longer be assigned to one well. The lowest level passes the top between $V=2.2$ and 2.4 eV.

Motion on a single surface is itself an approximation. The electronic state changes with $u$ through a mixing angle $\theta$, with $\tan2\theta=V/(Lu)$, and differentiation gives $|d\theta/du|=LV/(2S^2)$. The resulting diagonal correction to the lower surface is

$$\frac{\hbar^2}{2md^2}\left(\frac{LV}{2S^2}\right)^2. \tag{20}$$

At the top this is 0.031 eV. Solving the full two-state problem for the proton reduces the tunnelling splitting from 7.1 to 6.1 meV, by 14% of the single-surface value. At this coupling it is a smaller matter than the treatment of the proton as classical. It grows as the coupling weakens: at $V=0.1$ eV the single-surface splitting is 0.39 meV against 0.064 meV in the two-state problem, about six times too large.

## When the coupling or the distance varies

If the diabatic states mix mainly near the crossing, constant $V$ exaggerates the lowering of the minima. Replace it by $Ve^{-au^2}$ with $a=4$, keeping 1.3 eV at the centre. The barrier becomes 0.246 eV. The top has kept its energy of 0.200 eV, and the minima have lost most of their stabilization.

The critical coupling changes too. Near the centre the squared coupling is $V^2(1-2au^2)$, so the root in (3) becomes

$$\sqrt{V^2+(L^2-2aV^2)u^2}\simeq V+\left(\frac{L^2}{2V}-aV\right)u^2 .$$

The curvature at the centre is therefore $2L-L^2/V+2aV$. For $L=6.0$ eV and $a=4$ it vanishes at $V=1.5$ eV, half the constant-coupling value. Just beyond that the centre is a minimum, but the side minima and a small barrier between them and the centre persist for a while. The barrier measured from a side minimum is 0.068 eV at $V=1.5$ eV and 0.009 eV at 1.6 eV; at 1.7 eV only the central minimum is left. The criterion $V=L/2$ thus belongs to constant coupling. It also belongs to equal force constants: if that of the product is 10% smaller, with the diabatic minima still equal in energy and $V$ constant, the second minimum is lost near $V=2.5$ eV instead of 3.0 eV.

The donor–acceptor distance matters too, because bringing the two atoms closer shortens the distance $d$ between the diabatic minima. If $d$ is reduced by 10%, here by only 0.006 nm, at fixed force constant and coupling, $L$ falls by the factor $0.9^2$ to 4.86 eV, and

$$B=\frac{(4.86-2.60)^2}{4\times4.86}\ \text{eV}=0.263\ \text{eV}.$$

The energy needed to bring donor and acceptor together is not included and must be added before the two paths are compared.

## The model beside a real surface

Water-based oxide deposition at a few hundred degrees Celsius, with hydroxyl groups as proton donors, is the setting of these numbers. The 3000 cm$^{-1}$ found above belongs to the uncoupled diabat and is not an observable stretching wavenumber. At the minimum of the lower surface, the harmonic quantum of 0.335 eV corresponds to about 2700 cm$^{-1}$. This is not an observable either, because the double well is strongly anharmonic: the allowed transitions from the ground doublet to the next doublet lie near 2130 and 2770 cm$^{-1}$. Values so low correspond to a strong hydrogen bond; a free hydroxyl lies near 3700 cm$^{-1}$ (rough). The value $L=6.0$ eV needs more caution. It exceeds the energy that breaks an O–H bond, roughly 5 eV, so the far side of the parabola does not describe a real bond being stretched. The fault already reaches the crossing. With Morse curves 5 eV deep and the same force constant at their minima, the crossing falls from 1.5 to 0.89 eV, and the barrier at $V=1.3$ eV from 0.48 to 0.20 eV. Hence $L$ should be read as a parameter fitted to the energies along the path, not derived from a vibrational frequency. On a real surface the donor and acceptor move, the metal–ligand bond weakens during the transfer, and the step is in general not thermoneutral. For the cases computed here, a 10% shorter distance between the diabatic minima lowers the barrier by 0.22 eV before the compression cost, and a reaction energy of $-0.30$ eV lowers it by 0.13 eV. Finally, $B$ is counted from the adsorbed, hydrogen-bonded complex. A barrier relative to the gas-phase precursor must also include the adsorption energy.

For a fitted thermoneutral step, then, $2V<L$ establishes a classical barrier if the diabats are parabolas of equal force constant and the coupling is constant along the path, and (8) then gives its height from the adiabatic minimum. Near the limit, even small departures from these conditions can remove the barrier. Whether that height can be used in a classical rate depends next on the proton's vibrational quanta, which must be small compared with both the barrier and $k_BT$, and on a coupling strong enough to keep the motion on the lower surface; for weak $V$ the crossing is nonadiabatic and the rate falls below the single-surface value. Most of the values used above are listed in the numerical output that follows.

## Computed results

```
Reorganization energy L: 6.00 eV
Coupling V: 1.30 eV
Distance between diabatic minima d: 0.060 nm
Temperature: 500 K
Thermal energy kT: 0.0431 eV
Critical coupling L/2: 3.00 eV
Uncoupled barrier L/4: 1.500 eV
Energy at top, from diabatic minimum: 0.2000 eV
Energy of adiabatic minimum: -0.2817 eV
Barrier by numerical search: 0.4817 eV
Barrier by formula: 0.4817 eV
Barrier by formula: 46.47 kJ/mol
Position of minima, |u|: 0.4506 (dimensionless)
Distance between adiabatic minima: 0.0541 nm
Numerical barrier at V = 0.0 eV: 1.5000 eV
Numerical barrier at V = 0.6 eV: 0.9600 eV
Numerical barrier at V = 1.3 eV: 0.4817 eV
Numerical barrier at V = 2.0 eV: 0.1667 eV
Numerical barrier at V = 2.6 eV: 0.0267 eV
Number of minima at V = 0.60 L: 1
False formula value at V = 0.60 L: 0.0600 eV
Quartic ratio at V = L/2, u = 0.02: 0.99920
Curvature at top, per u^2: -15.692 eV
Curvature at minimum, per u^2: 9.747 eV
Diabatic vibration: 3000 cm^-1
Diabatic vibrational quantum: 0.3719 eV
Harmonic quantum at adiabatic minimum: 0.3352 eV
Magnitude of imaginary quantum at top: 0.4253 eV
Mean ground-doublet energy above minimum: 0.1617 eV
Barrier top above ground doublet: 0.3200 eV
Tunnelling splitting, lower surface: 7.051 meV
Tunnelling splitting, full two-state: 6.089 meV
Lowest level, lower surface: 0.15816 eV
Lowest level, full two-state: 0.16086 eV
Lowest level, with diagonal correction: 0.16094 eV
Diagonal nonadiabatic correction at top: 0.0307 eV
Transmission at ground-doublet energy: 6.169e-03
Boltzmann factor, ground doublet to top: 5.953e-04
Thermal tunnelling factor at 500 K: 32.15
Same factor for 100-fold mass: 1.0448
Parabolic-top estimate for 100-fold mass: 1.0406
Slope of barrier with reaction energy: 0.4506
Example reaction energy D: -0.30 eV
Barrier at this D, numerical: 0.3540 eV
Barrier at this D, linear estimate: 0.3465 eV
Coupling decay constant: 4.0 (dimensionless)
Barrier with decaying coupling: 0.2463 eV
Reorganization energy at 0.9 d: 4.860 eV
Barrier at 0.9 d: 0.2627 eV
```
